# Why a Pulsed MOS Capacitor Stays in Deep Depletion for Seconds

## Definitions and conventions

Consider a metal–oxide–semiconductor capacitor on p-type silicon with uniform acceptor density \(N\), intrinsic density \(n_i\), silicon permittivity \(\varepsilon\) and oxide capacitance per area \(C\). The gate voltage \(V\) is measured from flat band. At \(t=0\) it steps from zero to a positive value that would produce an inversion layer in equilibrium. The sample is dark, and no source or drain touches the surface.

The depletion layer has width \(W\), with \(W_0\) just after the step and \(W_f\) at the end. The coordinate \(y\) is the distance from its inner edge towards the oxide, so the surface is at \(y=W\). In the depletion approximation the potential relative to the neutral bulk is

\[
\psi(y)=\frac{qNy^2}{2\varepsilon},\qquad \psi_s=\frac{qNW^2}{2\varepsilon}.
\]

The electron charge at the surface has magnitude \(Q\) per area. The bulk potential is \(\phi_F=(kT/q)\ln(N/n_i)\), and \(q>0\).

Holes respond within about the dielectric relaxation time \(\varepsilon/(qN\mu_p)\). For \(N=10^{15}\ \mathrm{cm^{-3}}\) and a rough mobility of 450 cm²/Vs this is 14 ps. The depletion layer therefore opens almost at once. Electrons are the minority carriers, and they have to be generated. The waiting time is the charge required divided by the rate of supply, and both need care.

## The supply from traps

Let \(N_t\) traps per volume be filled with probability \(f\). Electrons are captured at the rate \(c_n n N_t(1-f)\) and emitted at the rate \(c_n n_1N_tf\). Holes are captured at \(c_p pN_tf\) and emitted at \(c_pp_1N_t(1-f)\). Detailed balance in equilibrium fixes \(n_1=n_ie^{\delta}\) and \(p_1=n_ie^{-\delta}\), where \(\delta=(E_t-E_i)/kT\) is the trap level measured from the intrinsic level. In the steady state the net emission of electrons equals that of holes:

\[
c_n[n_1f-n(1-f)]=c_p[p_1(1-f)-pf].
\]

Collecting the terms in \(f\) gives

\[
f=\frac{c_nn+c_pp_1}{c_n(n+n_1)+c_p(p+p_1)} .
\]

When this is put into the left side, the terms \(c_n^2nn_1\) cancel. With \(n_1p_1=n_i^2\), \(\tau_n=1/(c_nN_t)\) and \(\tau_p=1/(c_pN_t)\), the generation rate is

\[
G=\frac{n_i^2-np}{\tau_p(n+n_1)+\tau_n(p+p_1)} .
\]

Where both carriers have been swept out, \(n\) and \(p\) can be dropped, and a midgap trap (\(\delta=0\)) gives

\[
G=\frac{n_i}{\tau_g},\qquad \tau_g=\tau_n+\tau_p .
\]

For equal lifetimes \(\tau\), another level gives \(G=n_i/(2\tau\cosh\delta)\). A trap 0.1 eV from midgap is slower by a factor of 24 at 300 K. Midgap traps are thus the fastest generators at given equal lifetimes. The supply is small because even they must lift each carrier through half the gap, which is what the factor \(n_i\) expresses.

The occupancy settles in a time \(1/(c_nn_1+c_pp_1)=\tau N_t/(2n_i)\) for a midgap trap with equal lifetimes. The steady-state rate can be used if this is short compared with the filling time, which holds when \(N_t\ll N\).

## The charge that must be supplied

The gate voltage divides between oxide and silicon:

\[
V=\frac{qNW+Q}{C}+\frac{qNW^2}{2\varepsilon}.
\]

Since \(V\) is fixed after the step, its differential vanishes:

\[
0=\frac{qN\,dW+dQ}{C}+\frac{qNW}{\varepsilon}\,dW .
\]

Multiplication by \(C\) gives

\[
dQ=-qN\left(1+\frac{CW}{\varepsilon}\right)dW .
\]

The first term replaces acceptor charge that the shrinking depletion layer gives up. The second is additional charge: as the silicon gives up voltage, the oxide must take it, and the oxide field can rise only if the total charge in the silicon rises. For a thin oxide the second term dominates.

## Where the filling stops

The final state needs the electron density at the surface, \(n_s\). Inside the depletion layer Poisson's equation reads \(\varepsilon\psi''=q(N+n)\), with \(n=n_se^{q(\psi-\psi_s)/kT}\) for nondegenerate electrons in equilibrium among themselves. Multiplying by \(\psi'\) and integrating up to the surface, where the field is \(F_s\), gives

\[
\tfrac12\varepsilon F_s^2=qN\psi_s+kTn_s .
\]

Here the small electron density at the inner edge is dropped. Gauss's law gives \(\varepsilon F_s=Q+qNW\), while \(2\varepsilon qN\psi_s=(qNW)^2\). Therefore

\[
n_s=\frac{(Q+qNW)^2-(qNW)^2}{2\varepsilon kT}.
\]

The holes follow \(p=Ne^{-q\psi/kT}\). If the quasi-Fermi levels are flat across the depletion layer and separated by \(qU\), then \(np=n_i^2e^{-qU/kT}\) throughout it. At the surface this means

\[
U=\psi_s-\frac{kT}{q}\ln\frac{n_sN}{n_i^2}.
\]

Generation ends at \(U=0\), so that

\[
\psi_f=2\phi_F+\frac{kT}{q}\ln\frac{n_s}{N}.
\]

Together with the gate equation this determines \(W_f\) and the final charge \(Q_f\) by a numerical root search.

## The zone in which pairs are generated

Generation is strong where both \(n\) and \(p\) are below \(n_i\). The hole density falls to \(n_i\) at \(\psi=\phi_F\), that is at

\[
y=a=\sqrt{\frac{2\varepsilon\phi_F}{qN}} .
\]

The electron density reaches \(n_i\) where \(p=n_ie^{-qU/kT}\), that is at \(\psi=\phi_F+U\). To leading order \(U\approx\psi_s-\psi_f\), which ignores the slow logarithmic change of \(n_s\) during filling. The outer edge is then at \(y^2=a^2+W^2-W_f^2\), and the zone has the width

\[
w=\sqrt{W^2-W_f^2+a^2}-a .
\]

This can be bracketed by simple expressions. Put \(s=W-W_f\ge0\), so that the root is \(\sqrt{s^2+2W_fs+a^2}\). Since \(W_f>a\),

\[
(s+a)^2=s^2+2as+a^2\le s^2+2W_fs+a^2,
\]

\[
\left(a+\frac{W_fs}{a}\right)^2=a^2+2W_fs+\frac{W_f^2s^2}{a^2}\ge s^2+2W_fs+a^2 .
\]

Taking roots and subtracting \(a\) gives

\[
W-W_f\;\le\; w\;\le\;\frac{W_f}{a}\,(W-W_f).
\]

## The relaxation law

All electrons generated in the zone drift to the surface, so \(dQ/dt=qn_iw/\tau_g\). With the gate relation for \(dQ\),

\[
N\left(1+\frac{CW}{\varepsilon}\right)\frac{dW}{dt}=-\frac{n_i}{\tau_g}\,w .
\]

The natural unit of time is

\[
T_0=\frac{\tau_gN}{n_i}.
\]

If \(w\) is replaced by its lower bound, the equation integrates in closed form. Writing \(1+CW/\varepsilon=(1+CW_f/\varepsilon)+(C/\varepsilon)(W-W_f)\) and dividing by \(W-W_f\) leaves a logarithm and a linear term:

\[
t_Z=T_0\left[\left(1+\frac{CW_f}{\varepsilon}\right)\ln\frac{W_0-W_f}{W-W_f}+\frac{C}{\varepsilon}(W_0-W)\right].
\]

Too small a width gives too long a time. The upper bound on \(w\) shortens the time by \(a/W_f\). In the zone model the time \(t\) to reach a given \(W\) therefore satisfies

\[
\frac{a}{W_f}\,t_Z\le t\le t_Z .
\]

The product of lifetime and \(N/n_i\) is thus a convenient unit, but the bracket multiplying it need not be near one. The bracket also depends on \(N\) through the widths, so at a fixed gate voltage the time is not simply proportional to the doping.

## A silicon capacitor in numbers

Take \(N=10^{15}\ \mathrm{cm^{-3}}\), a 50 nm oxide, \(V=5\) V, \(\tau_n=\tau_p=1\) μs, \(n_i=10^{10}\ \mathrm{cm^{-3}}\) and 300 K. These are round values for a test capacitor. The relative permittivities are 11.7 for silicon and 3.9 for the oxide, so \(C=69.1\) nF/cm², \(\varepsilon/C=0.150\) μm and \(2\varepsilon/(qN)=1.293\) μm²/V. Solving the gate equation with \(Q=0\) gives

\[
W_0=-0.150+\sqrt{0.150^2+1.293\times5}=2.397\ \mathrm{\mu m}.
\]

The bulk potential is \(0.02585\ln10^5=0.298\) V, hence \(a=0.620\) μm. The root search gives \(\psi_f=0.832\) V and \(W_f=1.037\) μm, so \(W_f/a=1.67\). The final potential exceeds \(2\phi_F\) by 0.24 V because the surface electron density ends far above \(N\). Part of this excess falls across the thin inversion layer rather than across the depleted region, so the parabolic relation between \(\psi_s\) and \(W\) overstates the final width. The full Poisson equation gives the same \(\psi_f\) but an acceptor charge equivalent to about 0.94 μm. This changes the final electron charge by less than 1%.

The final electron density is \(1.69\times10^{12}\ \mathrm{cm^{-2}}\). Of this, \(N(W_0-W_f)=1.36\times10^{11}\ \mathrm{cm^{-2}}\) replaces acceptor charge. The rest, more than nine tenths, raises the oxide voltage from 0.56 to 4.17 V.

The supply is \(n_i/\tau_g=5\times10^{15}\ \mathrm{cm^{-3}s^{-1}}\), and \(T_0=2\times10^{-6}\times10^5=0.2\) s. When 90% of the final charge is present, \(W=1.235\) μm. With \(1+CW_f/\varepsilon=7.92\),

\[
\frac{t_Z}{T_0}=7.92\ln\frac{1.360}{0.198}+\frac{1.162}{0.150}\approx23.0 ,
\]

so \(t_Z=4.6\) s, and the lower bound is \(4.6/1.67=2.75\) s. Numerical integration with the zone width \(w\) gives 3.5 s.

A fuller calculation integrates the trap rate \(G\) over depth, with \(n(y)\) and \(p(y)\) taken from the current \(Q\), and then integrates \(dQ\) divided by the resulting current. It gives 0.21 s to reach 10% of the final charge, 1.24 s for 50%, 3.3 s for 90% and 5.1 s for 99%. These times still use the parabolic potential; with the full Poisson potential they are shorter by up to 2% (1.23 s at 50%, 5.0 s at 99%). The simple product \(\tau N/n_i\) is 0.1 s, 33 times shorter than the 90% time.

An observer sees this as a slow rise of the high-frequency capacitance \((1/C+W/\varepsilon)^{-1}\), from 4.07 to 8.72 nF/cm² in this model. The final value is too low because \(W_f\) is overstated: the full Poisson equation with the electron charge held fixed gives about 9.8 nF/cm².

## Soft edges and the final tail

The full rate fills the capacitor about 5% faster than the sharp zone does, relative to the zone time at 90%. Most of this comes from the soft edges of the zone. A smaller part comes from the logarithmic change of \(n_s\) during filling, which the width \(w\) ignores. Near the inner edge \(n\) is negligible, and for equal lifetimes

\[
G=\frac{n_i}{\tau_g}\,\frac{1}{1+p/(2n_i)} .
\]

This smooth step has its midpoint at \(p=2n_i\), not at \(p=n_i\). If the field is nearly constant across the step, its integral equals that of a sharp step at the midpoint. The edge thus moves outwards by \((kT/q)\ln2\) in potential. The electron edge does the same.

Close to equilibrium the two edges merge. For \(U\ll kT/q\), write \(n=n_ie^{z}\) and \(p=n_ie^{-z}\) in the denominator, and \(n_i^2-np\approx n_i^2qU/kT\) in the numerator. With \(F_a=qNa/\varepsilon\) the field at \(y=a\), \(dy=(kT/qF_a)\,dz\), and

\[
\int G\,dy=\frac{n_iU}{2\tau F_a}\int_{-\infty}^{\infty}\frac{dz}{1+\cosh z}
=\frac{n_iU}{\tau F_a}=\frac{2n_i}{\tau_g}\frac{U}{F_a},
\]

because the integral over \(z\) equals 2. The sharp zone would have width \(U/F_a\), so the true rate is twice the sharp-zone value. To first order in \(s=W-W_f\), \(U=qNW_fs/\varepsilon\) and \(U/F_a=W_fs/a\). The relaxation law becomes

\[
N\left(1+\frac{CW_f}{\varepsilon}\right)\frac{ds}{dt}=-\frac{2n_i}{\tau_g}\frac{W_f}{a}\,s ,
\]

and the last part of the filling is exponential with time constant

\[
T_{\rm tail}=T_0\left(1+\frac{CW_f}{\varepsilon}\right)\frac{a}{2W_f}.
\]

Here this is \(0.2\times7.92/(2\times1.67)=0.47\) s. Depth integration of the full rate very near the end gives 0.46 s, or 0.45 s with the full Poisson potential. At 99% filling \(U\) is still about 0.035 V, somewhat more than \(kT/q\), so the exponential describes roughly the last one percent. The bracket on \(t\) was proved for the sharp zone. The full 90% time also lies inside it here, but the doubled rate near equilibrium means that this is not guaranteed for every filling fraction. At 99.5% the full time, 5.5 s, already lies below the lower bound of 5.7 s.

## The limit of a large oxide capacitance

When \(CW/\varepsilon\gg1\), the gate relation reduces to \(dQ=-C\,d\psi_s\): the charge is set by the voltage handed to the oxide, not by the doping. Expressing \(w\) through potentials gives

\[
t\approx\frac{\tau_gC}{qn_i}\sqrt{\frac{qN}{2\varepsilon}}
\int_{\psi_s}^{\psi_0}\frac{d\psi'}{\sqrt{\psi'-\psi_f+\phi_F}-\sqrt{\phi_F}} ,
\]

where \(\psi_0\) is the initial surface potential. At given potentials the time grows as \(C\sqrt N\), not as \(N\). Doping enters because it narrows the generation zone.

The full calculation shows the trend. At 5 V and \(N=10^{15}\ \mathrm{cm^{-3}}\), the 90% time divided by \(\tau N/n_i\) is 9.6, 17.5 and 33 for oxides of 200, 100 and 50 nm. Keeping 50 nm and raising \(N\) to \(10^{16}\ \mathrm{cm^{-3}}\) lowers the ratio to 12. The time itself then rises from 3.3 to 12 s, a factor of 3.6 for ten times the doping. The limit suggests \(\sqrt{10}\approx3.2\), before the changes in the potentials and the finite \(CW/\varepsilon\) are counted.

## Why the interface does not short-cut the wait

Interface traps under the gate also generate pairs, but they are quenched once \(n_s\gg n_i\). For small \(Q\), the formula for \(n_s\) reduces to \(n_s\approx QF_0/(kT)\), with \(F_0=qNW_0/\varepsilon\) the initial surface field. The condition \(n_s=n_i\) is therefore met at

\[
\frac Qq=\frac{kT}{q}\frac{n_i}{F_0}
=\frac{0.02585\times10^{10}}{3.71\times10^{4}}\approx7\times10^3\ \mathrm{cm^{-2}},
\]

about four parts in \(10^9\) of the final charge. Depleted surface just outside the gate edge is not protected in this way.

## Real capacitors and the limits of the model

A lifetime of 1 μs is short for clean silicon, where generation lifetimes can be hundreds of microseconds or more. In the model the time is proportional to the lifetime, so 100 μs would give about 330 s. Other sources then matter more. Take a gate of radius 0.5 mm surrounded by a depleted ring of width \(W_0\), with surface generation \(n_iS/2\) and \(S=100\) cm/s. The ring supplies 0.4% of the initial bulk generation \(n_iW_0/\tau_g\) at 1 μs, but 40% at 100 μs. The bulk supply shrinks during filling, so a ring that keeps this width matters more than its initial share suggests: at 100 μs it roughly halves the 90% time, to about 150 s. Diffusion from the neutral bulk, \((n_i^2/N)\sqrt{D/\tau}\) with \(D=36\) cm²/s, supplies 0.05% at 1 μs.

The largest correction sized for the example is field-assisted emission. A tunnelling estimate for a trap 0.56 eV deep and an effective mass of 0.25 electron masses, adds 27% when averaged over the whole initial field profile and 33% when averaged over the zone that actually generates. Carried through the filling, it shortens the 90% time from 3.3 to about 2.6 s. The estimate leaves out the lowering of the barrier by the Coulomb attraction of a charged trap, which can add a similar amount. Both effects grow with the field. At \(N=10^{16}\ \mathrm{cm^{-3}}\) the initial peak field is 0.10 MV/cm and the same tunnelling estimate adds about 70% over the whole layer and about 90% over the generating zone, cutting the 90% time to about 7 s, so the 12 s found above for that doping should be read as a result of the model without field effects. In the main example the peak field of 0.037 MV/cm is too low for avalanche: with a rough ionization coefficient of \(7\times10^5e^{-1.23\times10^6/F}\ \mathrm{cm^{-1}}\), \(F\) in V/cm, its integral across the layer is about \(2\times10^{-14}\). The final surface density is about a third of a rough conduction-band density of \(2.8\times10^{19}\ \mathrm{cm^{-3}}\), so Boltzmann statistics are acceptable but not accurate there, and quantum confinement is left out.

Temperature has a strong effect. Scaling \(n_i\) as \(T^{3/2}e^{-E/2kT}\) with \(E=1.21\) eV raises it to \(3.6\times10^{11}\ \mathrm{cm^{-3}}\) at 350 K, and the 90% time falls to 0.09 s. Diffusion from the bulk grows as \(n_i^2\) and trims this to about 0.084 s. Light has a similar effect: the mean supply over the first 90% is only \(4.6\times10^{11}\) electrons per cm² and second, and a comparable flux of absorbed photons would shorten the wait markedly. A transistor with a grounded source escapes it altogether, because the source can deliver the electrons directly.
